# Metal Barrier Change on Silica from Weak Interface Pinning

An aluminium gate on thermally grown silica is replaced by a gold one. Gold holds its electrons more tightly, by roughly 1 eV. Light shone on the gate can lift metal electrons into the oxide conduction band, and the photon energy at which this current starts measures the barrier at the interface. Does the barrier rise by the whole 1 eV, or does the interface absorb part of the change?

## The unpinned limit

Let $\Phi$ be the metal work function and $\chi$ the electron affinity of the oxide, the depth of its conduction-band edge below the vacuum level. The barrier $\phi$ runs from the metal Fermi level up to that edge, before any lowering by the image force. If contact creates no interface dipole, the two vacuum levels line up and

$$\phi=\Phi-\chi .$$

The slope $S=d\phi/d\Phi$ is then 1, and the barrier follows the work function fully. This is the leading-order answer. The correction comes from charge at the interface.

## The dipole and its first correction

Metal wave functions leak a short way into the oxide gap. Represent the resulting states by a sheet at distance $d$ from the metal, with a constant density $D$ per unit area and energy. The sheet is neutral when filled up to a level at depth $\Phi_N$ below the oxide vacuum level.

Let the interface dipole raise the electron energies of the oxide by $\Delta$ relative to the metal. The barrier becomes $\phi=\Phi+\Delta-\chi$, and the Fermi level lies at depth $\Phi+\Delta$ below the oxide vacuum level. It is therefore below the neutrality level by

$$u=\Phi+\Delta-\Phi_N .$$

If $u>0$, states that should be full are empty, and the sheet carries the positive charge $eDu$ per area. The metal carries the opposite charge. With vacuum permittivity between them, the field is $eDu/\varepsilon_0$ and the sheet's electric potential is higher than the metal's by $eDud/\varepsilon_0$. An electron has negative charge, so its energy in the oxide goes down:

$$\Delta=-\frac{e^2Dd}{\varepsilon_0}\,u=-a\,u,\qquad a=\frac{e^2Dd}{\varepsilon_0}.$$

The number $a$ is dimensionless. Inserting $\Delta$ into the definition of $u$ gives

$$u=(\Phi-\Phi_N)-a\,u
\quad\Rightarrow\quad
u=\frac{\Phi-\Phi_N}{1+a}.$$

Since $\Phi+\Delta=\Phi_N+u$, the barrier is

$$\phi=\Phi_N-\chi+S(\Phi-\Phi_N),\qquad S=\frac{1}{1+a}.$$

For small $a$ the geometric series gives

$$S=1-a+a^2-\dots$$

The first correction has a direct reading. At lowest order the states see the undisturbed offset $\Phi-\Phi_N$, and their dipole cancels a fraction $a$ of it. The term $+a^2$ appears because this dipole reduces the offset that produced it. Stopping after $-a$ leaves the remainder

$$\frac{1}{1+a}-(1-a)=\frac{1-(1-a^2)}{1+a}=\frac{a^2}{1+a}.$$

In the opposite limit, $a\gg1$, write $S=a^{-1}(1+a^{-1})^{-1}$ to obtain

$$S=\frac1a-\frac1{a^2}+\dots$$

The barrier then approaches $\Phi_N-\chi$ whatever the metal. This is strong pinning.

Now compare two metals on the same oxide, with $\chi$, $\Phi_N$ and $a$ held fixed. Subtraction removes the first two:

$$\phi_2-\phi_1=S(\Phi_2-\Phi_1).$$

The neutrality level still matters for each barrier separately: raising $\Phi_N$ by 1 eV raises both by $(1-S)$ times 1 eV.

## The strength from the optical permittivity

The model does not supply $a$. Mönch's empirical relation does:

$$\frac1S-1=0.1\,(\varepsilon-1)^2 .$$

Here $\varepsilon$ is the relative permittivity of the electrons alone, the square of the optical refractive index. The slope is taken with respect to work function, so it has no unit. The relation and its coefficient are accepted here as empirical input; nothing below proves them. Comparison with $1/S-1=a$ identifies the strength as $a=0.1(\varepsilon-1)^2$.

For silica take $\varepsilon=2.25$, which corresponds to an index of 1.50:

$$a=0.1\times1.25^2=0.15625,\qquad
S=\frac1{1.15625}=0.865 .$$

The first-order estimate is $1-a=0.844$, too low by $a^2/(1+a)=0.021$. Silica lies on the weak-pinning side. The relation reaches $a=1$ at $\varepsilon=1+\sqrt{10}\approx4.2$, where the expansion in $a$ is no longer useful.

The sensitivity to permittivity follows from the chain rule. Since $dS/da=-1/(1+a)^2=-S^2$ and $da/d\varepsilon=0.2(\varepsilon-1)$,

$$\frac{dS}{d\varepsilon}=-0.2(\varepsilon-1)S^2=-0.187 .$$

An index of 1.46 gives $\varepsilon=2.132$ and $S=0.886$, a small change. Inserting the static permittivity 3.9 would give $S=0.543$. That value includes the motion of the ions, whereas the relation is written for the electronic response.

If $d=0.30$ nm is assumed, the strength corresponds to $D=2.88\times10^{12}$ states per eV and cm². Only the product $Dd$ is fixed by $a$, and only for vacuum permittivity in the gap; a relative permittivity $\varepsilon_i$ there multiplies the inferred $D$ by $\varepsilon_i$. The distance is also generous: a barrier of 3 to 4 eV and half the free-electron mass give a density decay length $1/(2\kappa)$ near 0.07 nm. With that length and $\varepsilon_i=2.25$, $D$ is about $3\times10^{13}$, so the density is fixed only to an order of magnitude.

## Does the sheet matter?

Real gap states decay into the oxide. Replace the sheet by the volume density $(D/d)e^{-x/d}$, which has the same total $D$ and the same mean distance $d$. The offset $u$ now depends on position. Positive charge bends the electron energy upward in the sense of a positive second derivative, because electron energy is minus $e$ times the electric potential. With $\xi=x/d$, Poisson's equation reads

$$\frac{d^2u}{d\xi^2}=a\,e^{-\xi}u .$$

At the metal $u(0)=\Phi-\Phi_N$. Far inside the oxide the slope vanishes, since no outside field is applied. Substitute $s=2\sqrt a\,e^{-\xi/2}$. Then $d/d\xi=-(s/2)\,d/ds$ and $ae^{-\xi}=s^2/4$, so

$$\frac{s^2}{4}u''+\frac{s}{4}u'=\frac{s^2}{4}u
\quad\Rightarrow\quad
u''+\frac{u'}{s}=u ,$$

where primes now denote derivatives with respect to $s$. The solutions are the modified Bessel functions $I_0(s)$ and $K_0(s)$. As $\xi\to\infty$, $s\to0$ and $K_0$ grows like $\xi/2$, which would leave a field, so it is excluded. With $I_0(0)=1$, the ratio of the far offset to the offset at the metal is

$$S_{\rm dist}=\frac1{I_0(2\sqrt a)}
=\frac1{1+a+a^2/4+\dots}
=1-a+\tfrac34a^2+\dots$$

The first correction is the same as for the sheet. At that order only the total density and its mean distance enter; the shape of this distribution first appears at order $a^2$. At $a=0.15625$ a finite-difference solution of the equation gives 0.8602, against 0.8649 for the sheet.

This difference should not be subtracted from the empirical slope. Mönch's relation fixes $S$ itself. With distributed states one would keep $S=0.865$ and infer a strength lower by the fraction $a/4$ to first order, about 4%. At large $a$ the two pictures part: $I_0(s)\approx e^s/\sqrt{2\pi s}$ makes $S_{\rm dist}$ fall exponentially in $\sqrt a$, while the sheet gives $1/a$. The insensitivity to shape belongs to weak pinning.

## Aluminium and gold

Take rough work functions of 4.1 eV for aluminium and 5.1 eV for gold. Then

$$\phi_{\rm Au}-\phi_{\rm Al}=0.865\times1.00\ {\rm eV}=0.865\ {\rm eV},$$

or $1.386\times10^{-19}$ J. The interface dipole absorbs about 0.14 eV of the 1 eV. The round 1 eV is a choice. The model calls for vacuum work functions, and the common tabulated value for polycrystalline aluminium is 4.28 eV; 4.1 eV coincides with the effective value used for aluminium on silica, a barrier of 3.2 eV plus an affinity of 0.9 eV, which already contains the interface dipole. With 4.28 and 5.1 eV the same slope gives a change of 0.71 eV.

Absolute barriers need two more inputs: a rough affinity of 0.9 eV and a chosen neutrality depth of 5.0 eV. For aluminium,

$$\phi_{\rm Al}=5.0-0.9+0.865\,(4.1-5.0)=3.32\ {\rm eV},$$

and for gold $4.1+0.865\times0.1=4.19$ eV. Aluminium lies above the neutrality level, so its dipole raises the barrier from 3.2 eV; gold lies slightly below it, so its dipole lowers the barrier from 4.2 eV.

As a test of the dipole algebra, the occupied gap states were counted with the Fermi distribution at 300 K and the potential step was solved numerically. For neutrality depths of 4.5, 5.0 and 5.5 eV, both barriers agreed with the formula within $10^{-6}$ eV. This tests the model's solution, not the empirical coefficient.

## What photoemission sees: the field

A photocurrent is collected with a field $F$ that drives electrons from the gate to the silicon. An electron at distance $x$ from the metal is also attracted by its image charge, so its energy is

$$U(x)=\phi-\frac{e^2}{16\pi\varepsilon_0\varepsilon x}-eFx .$$

The optical permittivity is used on the assumption that the electron passes too quickly for the ions to respond. Setting $dU/dx=0$ gives

$$\frac{e^2}{16\pi\varepsilon_0\varepsilon x_m^2}=eF,\qquad
x_m=\sqrt{\frac{e}{16\pi\varepsilon_0\varepsilon F}} .$$

At this point the two negative terms are equal, so the barrier is lowered by

$$\delta=2eFx_m=\sqrt{\frac{e^3F}{4\pi\varepsilon_0\varepsilon}} .$$

At 1 MV/cm, $x_m=1.26$ nm and $\delta=0.253$ eV. Electrons that barely clear the top are slow, so the ions may partly respond to them; the static permittivity 3.9 would give $\delta=0.192$ eV. If both metals are measured at equal field, this lowering cancels in the difference.

At equal applied bias it does not cancel. Let the gate be negative by $V$ relative to the silicon, let the oxide thickness be $t$, and let $\phi_{\rm Si}$ be the height of the oxide band edge above the silicon Fermi level at the other interface. Following the band edge across the oxide gives

$$eFt=eV+\phi-\phi_{\rm Si}.$$

Assume p-type silicon in accumulation, where its band bending changes little, and hold $\phi_{\rm Si}$ fixed. Then the field under gold is larger by

$$\Delta F=\frac{\phi_{\rm Au}-\phi_{\rm Al}}{et}
=\frac{0.865\ {\rm V}}{50\ {\rm nm}}=0.173\ {\rm MV/cm}.$$

Because $\delta\propto\sqrt F$, the first correction for a small field change is

$$\Delta\delta\approx\frac{\delta}{2}\frac{\Delta F}{F}
=\frac{0.253}{2}\times0.173=0.022\ {\rm eV}.$$

The full square root gives $0.274-0.253=0.021$ eV. The thresholds are 3.069 and 3.913 eV, and their difference is 0.844 eV. Its agreement with the first-order slope $1-a$ is accidental: one number contains a field effect, the other a truncated series. These thresholds keep the zero-field barrier $\phi$. In the sheet model the applied field also drops across the vacuum gap, which lowers the band edge by a further $(S\varepsilon_s-1)eFd$, with $\varepsilon_s$ the static permittivity. For $\varepsilon_s=3.9$ and $d=0.30$ nm this lowers the thresholds by about 0.07 and 0.08 eV and their difference by about 0.01 eV; the size depends on the assumed gap.

## What photoemission sees: temperature

To extract a threshold $\theta$ from the yield, assume that a photon adds its energy $h\nu$ to an electron's motion normal to the interface, with a constant excitation probability, and that every electron with enough normal energy to pass the barrier top is transmitted. Weight the electrons by their flux toward the interface. Since $v_x\,dp_x=dE_n$ and the area element of parallel momentum is proportional to $dE_p$, the yield is proportional to

$$Y=\int_{-w}^{\infty}dE_n\int_0^\infty dE_p\,f(E_n+E_p),\qquad w=h\nu-\theta .$$

Energies are measured from the Fermi level, and $f$ is the Fermi function. For a fixed total energy $E=E_n+E_p$, the normal part ranges from $-w$ to $E$, an interval of length $E+w$. Integration by parts then gives

$$Y=\int_{-w}^{\infty}(E+w)f\,dE
=\int_{-w}^{\infty}\frac{(E+w)^2}{2}\left(-\frac{df}{dE}\right)dE .$$

The boundary terms vanish. For $w\gg kT$ the lower limit can be moved to $-\infty$ with an exponentially small error. The weight $-df/dE$ has unit area and is even, so the term linear in $E$ drops out. Its mean square is

$$\langle E^2\rangle=4\int_0^\infty Ef\,dE
=4(kT)^2\left(1-\frac1{2^2}+\frac1{3^2}-\dots\right)
=\frac{\pi^2(kT)^2}{3}.$$

The first equality uses evenness and another integration by parts; the series follows from expanding $f$ in powers of $e^{-E/kT}$, and its sum is $\pi^2/12$. Therefore

$$Y\approx\frac{w^2}{2}+\frac{\pi^2(kT)^2}{6},\qquad
\sqrt{2Y}\approx w+\frac{\pi^2(kT)^2}{6w}.$$

The leading term is a straight line that meets zero at the threshold. The correction raises the curve and flattens it. A tangent drawn at $w_0$ has height $w_0+c/(2w_0)$ and slope $1-c/(2w_0^2)$, with $c=\pi^2(kT)^2/3$. To first order in $c$, it meets zero at

$$w=w_0-\frac{w_0+c/(2w_0)}{1-c/(2w_0^2)}\approx-\frac{c}{w_0}.$$

The extrapolated threshold is thus too low by $c/w_0$. With $kT=0.0259$ eV and photons from 4.4 to 5.0 eV, the middle of the window lies 1.63 eV above the aluminium threshold and 0.79 eV above the gold one. The estimated errors are 1.4 and 2.8 meV. Straight-line fits to simulated yields at seven photon energies gave 1.4 and 3.1 meV. The fitted difference is 0.842 eV, so thermal rounding removes about 2 meV from the 0.844 eV.

## The estimate beside real gates

The field of about 1 MV/cm assumed in the 50 nm oxide is well below the rough breakdown scale of 10 MV/cm. For an electron at the aluminium Fermi level, the triangular barrier without image force is $\phi/(eF)=33.2$ nm wide. The tunnelling exponent is

$$\frac{2}{\hbar}\int_0^{\phi/(eF)}\sqrt{2m(\phi-eFx)}\,dx
=\frac{4\sqrt{2m}\,\phi^{3/2}}{3\hbar eF}=292$$

for a rough oxide mass of half the free-electron mass, so this current is negligible. For photoexcited electrons, tunnelling just below the barrier top and wave reflection just above it are not included. In a one-dimensional wave calculation with the same mass, reflection from the steep image potential outweighs tunnelling. If the image term is cut off near the metal at a depth between 1 and 10 eV, the same for both metals, the fitted thresholds rise by roughly 0.03 to 0.07 eV and their difference falls by roughly 0.01 to 0.03 eV. The millielectronvolt thermal errors above therefore describe the simple yield model, not the accuracy of a measured threshold. One assumption that can fail in real devices is that both metals meet the same oxide. Aluminium can react with silica, and a reaction layer can add its own dipole. If that dipole lies between the metal and the gap states, it acts like a change of work function: 0.1 eV moves the barrier by about 0.09 eV. Work functions also depend on the metal surface. Independent uncertainties of 0.1 eV in each give $\sqrt2\times0.1\times0.865=0.12$ eV in the barrier change. Altering the empirical coefficient by half either way moves $S$ between 0.81 and 0.93. These spreads are illustrative choices, but they exceed the corrections to the barrier change found above, about 0.02 eV from the unequal fields and 0.002 eV from temperature, and also the rough 0.01 to 0.03 eV from reflection. The image lowering of each single barrier, 0.25 eV, is larger than the spreads, but most of it cancels in the difference. For these gates the useful prediction is a barrier change of about 0.87 times the work-function difference: about 0.9 eV if that difference is 1.0 eV and about 0.7 eV if it is 0.82 eV, uncertain by at least 0.1 eV in either case; the second decimal of $S$ cannot be judged from this pair of metals alone. The numerical output below lists the values used.

## Computed results

```
Optical permittivity: 2.25
Empirical coefficient: 0.10
Dipole strength a: 0.15625
Slope S: 0.8649
dS/deps: -0.187
Assumed dipole distance: 0.30 nm
Equivalent state density: 2.88e+12 /(eV cm2)
Rough Al work function: 4.1 eV
Rough Au work function: 5.1 eV
Work-function difference: 1.00 eV
Predicted barrier change: 0.865 eV
Predicted barrier change: 1.386e-19 J
Rough oxide affinity: 0.9 eV
Chosen neutrality depth: 5.0 eV
Model Al barrier: 3.322 eV
Model Au barrier: 4.186 eV
Barrier shift per 1 eV neutrality shift: 0.135 eV
S, distributed gap states: 0.8602
Mesh-halving shift of this S: 8.7e-07
S, coefficient 0.05: 0.928
S, coefficient 0.15: 0.810
Permittivity for index 1.46: 2.132
S for index 1.46: 0.886
S if static 3.9 is misused: 0.543
Assumed work-function spread, each: 0.10 eV
Resulting barrier-change spread: 0.122 eV
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Oxide thickness: 50 nm
Field under Al: 1.000 MV/cm
Field under Au, equal bias: 1.173 MV/cm
Rough breakdown field: 10 MV/cm
Image lowering, Al: 0.253 eV
Image lowering, Au: 0.274 eV
Image barrier position, Al: 1.26 nm
Lowered threshold, Al: 3.069 eV
Lowered threshold, Au: 3.913 eV
Threshold change, equal bias: 0.844 eV
Photon window start: 4.4 eV
Photon window end: 5.0 eV
Fitted threshold, Al: 3.0673 eV
Fitted threshold, Au: 3.9094 eV
Fitted threshold change: 0.8422 eV
Thermal fit error, Al: -1.38 meV
Thermal fit error, Au: -3.08 meV
Rough oxide electron mass ratio: 0.5
Triangular barrier width, Al: 33.2 nm
Tunnelling exponent, Al: 292
```
